# Successive Foldy-Wouthuysen rotations in static fields through order c⁻²: test program

```python
"""
Result under test: the Foldy-Wouthuysen reduction of the Dirac Hamiltonian
    H = beta c^2 + c omega + V,   omega = alpha.pi,   pi = p + A
(electron of charge -1, atomic units, static fields, B = curl A) has the
upper block, apart from the rest energy c^2,
    V + (pi^2 + s.B)/2 - (pi^2 + s.B)^2/(8c^2)
      + lap V/(8c^2) + s.(grad V x pi)/(4c^2) + O(c^-4),
where s is the vector of Pauli matrices.
Part A: operator algebra with high-precision matrices and true exponentials.
Part B: symbolic check of the reduction to electric and magnetic fields.
Part C: planar electron in a Gaussian well and a uniform magnetic field,
        direct Dirac diagonalization against the c^-2 energy formula.
"""
import numpy as np
import sympy as sp
from mpmath import mp
from scipy import constants
from scipy.linalg import eigh, eigvalsh
from scipy.special import eval_genlaguerre, gammaln

# ---------- Part A: nested commutators and successive rotations ----------
mp.dps = 50
rng = np.random.default_rng(7)
HALF = 3


def random_block():
    return (rng.normal(size=(HALF, HALF))
            + 1j * rng.normal(size=(HALF, HALF))) / 3


def to_mp(array):
    return mp.matrix([[mp.mpc(complex(v)) for v in row] for row in array])


zero = np.zeros((HALF, HALF))
coupling = random_block()
v_up, v_low = random_block(), random_block()
beta = to_mp(np.diag([1.0] * HALF + [-1.0] * HALF))
omega = to_mp(np.block([[zero, coupling], [coupling.conj().T, zero]]))
pot = to_mp(np.block([[v_up + v_up.conj().T, zero],
                      [zero, v_low + v_low.conj().T]]))


def comm(a, b):
    return a * b - b * a


def size(a):
    return mp.mnorm(a, 'f')


def even(a):
    return (a + beta * a * beta) / 2


def odd(a):
    return (a - beta * a * beta) / 2


def rotate(generator, h):
    return mp.expm(generator) * h * mp.expm(-generator)


w2 = omega * omega
w3 = w2 * omega
w4 = w2 * w2
w5 = w4 * omega
wv = comm(omega, pot)
wwv = comm(omega, wv)
wwwv = comm(omega, wwv)

c_test = mp.mpf(3)
s_test = beta * omega / (2 * c_test)
chains = [
    (beta * c_test**2, [-c_test * omega, -beta * w2, w3 / c_test,
                        beta * w4 / c_test**2, -w5 / c_test**3]),
    (c_test * omega, [beta * w2, -w3 / c_test,
                      -beta * w4 / c_test**2, w5 / c_test**3]),
    (pot, [beta * wv / (2 * c_test), -wwv / (4 * c_test**2),
           -beta * wwwv / (8 * c_test**3)]),
]
worst_commutator = mp.mpf(0)
number_of_commutators = 0
for start, closed_forms in chains:
    nested = start
    for closed in closed_forms:
        nested = comm(s_test, nested)
        worst_commutator = max(worst_commutator, size(nested - closed))
        number_of_commutators += 1
assert worst_commutator < mp.mpf(10)**(-40)


def remainders(c):
    """Sizes of what is left after each rotation, for one value of c."""
    h0 = beta * c**2 + c * omega + pot
    even_formula = (beta * c**2 + pot + beta * w2 / 2
                    - beta * w4 / (8 * c**2) - wwv / (8 * c**2))
    odd1 = beta * wv / (2 * c) - w3 / (3 * c)
    odd2 = (w5 / (30 * c**3) - beta * wwwv / (48 * c**3)
            + beta * comm(odd1, pot) / (2 * c**2)
            - (odd1 * w2 + w2 * odd1) / (4 * c**2))
    h1 = rotate(beta * omega / (2 * c), h0)
    h2 = rotate(beta * odd1 / (2 * c**2), h1)
    h3 = rotate(beta * odd2 / (2 * c**2), h2)
    return {
        "step 1, odd part": (1, size(odd(h1))),
        "step 1, odd part minus O1": (3, size(odd(h1) - odd1)),
        "step 1, even part minus formula": (4, size(even(h1) - even_formula)),
        "step 2, odd part": (3, size(odd(h2))),
        "step 2, odd part minus O2": (5, size(odd(h2) - odd2)),
        "step 2, change of even part": (4, size(even(h2) - even(h1))),
        "step 2, even part minus formula": (4, size(even(h2) - even_formula)),
        "step 3, odd part": (5, size(odd(h3))),
        "step 3, change of even part": (8, size(even(h3) - even(h2))),
    }


coarse, fine = remainders(mp.mpf(200)), remainders(mp.mpf(400))
print("nested commutators checked:", number_of_commutators)
print("largest commutator error:", mp.nstr(worst_commutator, 2))
print("Measured power n in remainder ~ c^-n (c = 200 to 400):")
for label, (expected, value) in coarse.items():
    power = float(mp.log(value / fine[label][1], 2))
    print(f"  {label}: n = {power:.4f}")
    assert abs(power - expected) < 5e-3

# ---------- Part B: reduction to electric and magnetic fields ----------
coords = sp.symbols("x y z", real=True)
x, y, z = coords
pauli = [sp.Matrix([[0, 1], [1, 0]]),
         sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]


def pi_op(k, psi, a):
    return -sp.I * psi.diff(coords[k]) + a[k] * psi


def sigma_pi(psi, a):
    total = sp.zeros(2, 1)
    for k in range(3):
        total += pauli[k] * pi_op(k, psi, a)
    return total


def pi_squared(psi, a):
    total = sp.zeros(2, 1)
    for k in range(3):
        total += pi_op(k, pi_op(k, psi, a), a)
    return total


def curl(a):
    return [sp.diff(a[(k + 2) % 3], coords[(k + 1) % 3])
            - sp.diff(a[(k + 1) % 3], coords[(k + 2) % 3]) for k in range(3)]


def sigma_dot(vector):
    total = sp.zeros(2, 2)
    for k in range(3):
        total += pauli[k] * vector[k]
    return total


def vanishes(column):
    return all(sp.expand(entry) == 0 for entry in column)


# arbitrary vector potential, scalar potential and spinor
a_any = [sp.Function(name)(*coords) for name in ("A1", "A2", "A3")]
v_any = sp.Function("V")(*coords)
psi_any = sp.Matrix([sp.Function("u")(*coords), sp.Function("d")(*coords)])
square = sigma_pi(sigma_pi(psi_any, a_any), a_any)
assert vanishes(square - pi_squared(psi_any, a_any)
                - sigma_dot(curl(a_any)) * psi_any)

double_comm = (sigma_pi(sigma_pi(v_any * psi_any, a_any), a_any)
               - 2 * sigma_pi(v_any * sigma_pi(psi_any, a_any), a_any)
               + v_any * square)
grad_v = [sp.diff(v_any, q) for q in coords]
lap_v = sum(sp.diff(v_any, q, 2) for q in coords)
spin_orbit_psi = sp.zeros(2, 1)
for k in range(3):
    i, j = (k + 1) % 3, (k + 2) % 3
    spin_orbit_psi += pauli[k] * (grad_v[i] * pi_op(j, psi_any, a_any)
                                  - grad_v[j] * pi_op(i, psi_any, a_any))
assert vanishes(double_comm + lap_v * psi_any + 2 * spin_orbit_psi)

# fourth power, in an inhomogeneous magnetic field
a_poly = [y * z, x * z - x * y, y**2 + x]
psi_poly = sp.Matrix([x**3 * y + sp.I * z**4, x * y * z + y**4])
b_poly = curl(a_poly)
sb = sigma_dot(b_poly)
fourth = psi_poly
for _ in range(4):
    fourth = sigma_pi(fourth, a_poly).applyfunc(sp.expand)
expanded = (pi_squared(pi_squared(psi_poly, a_poly), a_poly)
            + pi_squared(sb * psi_poly, a_poly)
            + sb * pi_squared(psi_poly, a_poly)
            + sum(b**2 for b in b_poly) * psi_poly)
assert vanishes(fourth - expanded)
print("field identities checked symbolically")

# ---------- Part C: Gaussian well in a uniform magnetic field ----------
DEPTH, WIDTH, FIELD, ANG = 5.0, 2.0, 0.5, 1
BASIS_EXPONENT, BASIS_SIZE, R_MAX = 0.6, 40, 24.0
c_phys = 1.0 / constants.fine_structure
hartree_mev = 1e3 * constants.physical_constants["Hartree energy in eV"][0]
tesla = constants.physical_constants["atomic unit of mag. flux density"][0]

nodes, weights = np.polynomial.legendre.leggauss(400)
rho = 0.5 * R_MAX * (nodes + 1)
measure = 0.5 * R_MAX * weights * rho
v_rho = -DEPTH * np.exp(-(rho / WIDTH)**2)
dv_rho = -2 * rho / WIDTH**2 * v_rho
lap_rho = v_rho * (4 * rho**2 / WIDTH**4 - 4 / WIDTH**2)


def oscillator_basis(count, l):
    """Normalized planar oscillator functions and radial derivatives."""
    t = BASIS_EXPONENT * rho**2
    values, slopes = [], []
    for n in range(count):
        norm = np.exp(0.5 * (np.log(2) + (l + 1) * np.log(BASIS_EXPONENT)
                             + gammaln(n + 1) - gammaln(n + l + 1)))
        envelope = norm * rho**l * np.exp(-t / 2)
        f = envelope * eval_genlaguerre(n, l, t)
        df = (l / rho - BASIS_EXPONENT * rho) * f
        if n > 0:
            df = df - (2 * BASIS_EXPONENT * rho * envelope
                       * eval_genlaguerre(n - 1, l + 1, t))
        values.append(f)
        slopes.append(df)
    return np.array(values), np.array(slopes)


def inner(left, right):
    return (left * measure) @ right.T


def dirac_energy(c, spin, count=BASIS_SIZE):
    """Lowest positive-energy Dirac level minus c^2, from the definition."""
    f, df = oscillator_basis(count, ANG)
    g, _ = oscillator_basis(count + 1, ANG + spin)
    sigma_pi_f = df - spin * (ANG / rho + FIELD * rho / 2) * f
    d = inner(g, sigma_pi_f)
    h = np.block([[inner(f * v_rho, f), c * d.T],
                  [c * d, inner(g * v_rho, g) - 2 * c**2 * np.eye(count + 1)]])
    levels = eigvalsh(h)
    return levels[levels > -c**2][0]


def operator_matrices(count):
    f, _ = oscillator_basis(count, ANG)
    n = np.arange(count)[:, None]
    pi2_f = (2 * BASIS_EXPONENT * (2 * n + ANG + 1)
             + (FIELD**2 / 4 - BASIS_EXPONENT**2) * rho**2
             + FIELD * ANG) * f
    pi_phi = ANG / rho + FIELD * rho / 2
    return {"overlap": inner(f, f), "V": inner(f * v_rho, f),
            "pi2": inner(f, pi2_f), "pi4": inner(pi2_f, pi2_f),
            "lapV": inner(f * lap_rho, f),
            "so": inner(f * dv_rho * pi_phi, f)}


def correction_matrices(m, spin):
    """Coefficients of c^-2, one matrix for each physical term."""
    return {"mass-velocity": -m["pi4"] / 8,
            "field-kinetic": -spin * FIELD * m["pi2"] / 4,
            "B squared": -FIELD**2 * m["overlap"] / 8,
            "Darwin": m["lapV"] / 8,
            "spin-orbit": spin * m["so"] / 4}


mats = operator_matrices(BASIS_SIZE)
assert np.max(np.abs(mats["overlap"] - np.eye(BASIS_SIZE))) < 1e-10
vals, vecs = eigh(mats["pi2"] / 2 + mats["V"])
orbital_energy, state = vals[0], vecs[:, 0]
mean_pi2 = state @ mats["pi2"] @ state
print(f"well depth = {DEPTH} hartree, width = {WIDTH} bohr, l = {ANG}")
print(f"B = {FIELD} atomic units = {FIELD * tesla:.4e} T")
print(f"c = {c_phys:.6f} atomic units")
print(f"orbital energy without spin = {orbital_energy:.8f} hartree")
print(f"<pi^2> = {mean_pi2:.6f} a.u., <pi^2>/c^2 = {mean_pi2/c_phys**2:.3e}")

exact_shift, formula_shift = {}, {}
for spin, name in ((1, "up"), (-1, "down")):
    e_zero = orbital_energy + spin * FIELD / 2
    terms = {key: state @ mat @ state
             for key, mat in correction_matrices(mats, spin).items()}
    coefficient = sum(terms.values())
    errors = [abs(dirac_energy(c, spin) - e_zero - coefficient / c**2)
              for c in (20.0, 40.0, 80.0)]
    powers = [np.log2(errors[k] / errors[k + 1]) for k in range(2)]
    exact = dirac_energy(c_phys, spin)
    exact_shift[spin] = exact - e_zero
    formula_shift[spin] = coefficient / c_phys**2
    print(f"Spin {name}: Pauli energy at order c^0 = {e_zero:.8f} hartree")
    for key, value in terms.items():
        print(f"  {key} = {1e6 * value / c_phys**2:.4f} microhartree")
    print(f"  sum = {1e6 * formula_shift[spin]:.4f} microhartree"
          f" = {hartree_mev * formula_shift[spin]:.5f} meV")
    print(f"  Dirac shift = {1e6 * exact_shift[spin]:.4f} microhartree")
    print(f"  errors at c=20,40,80: "
          + ", ".join(f"{e:.3e}" for e in errors) + " hartree")
    print(f"  error powers: {powers[0]:.3f}, {powers[1]:.3f}")
    # next order in 1/c^2 shifts the measured power slightly from 4
    assert all(abs(p - 4) < 0.15 for p in powers)
    largest = max(abs(t) for t in terms.values()) / c_phys**2
    assert abs(exact_shift[spin] - formula_shift[spin]) < 1e-2 * largest
    # basis convergence; rounding of energies near 2c^2 sets the tolerance
    assert abs(dirac_energy(c_phys, spin, 48) - exact) < 1e-9

split_formula = formula_shift[1] - formula_shift[-1]
split_exact = exact_shift[1] - exact_shift[-1]
assert abs(split_formula - split_exact) < 1e-8
print(f"Spin splitting at order c^0 = {FIELD:.4f} hartree")
print(f"  its c^-2 change = {1e6 * split_formula:.4f} microhartree"
      f" = {hartree_mev * split_formula:.5f} meV")
print(f"  its Dirac change = {1e6 * split_exact:.4f} microhartree")

# the truncated Hamiltonian has no lower bound; the Dirac level is stable
c_small = 3.0
pauli_lowest, dirac_lowest = [], []
print("Spin up at c = 3, lowest level in hartree:")
for count in (20, 30, 40):
    m = operator_matrices(count)
    h_pauli = m["V"] + (m["pi2"] + FIELD * m["overlap"]) / 2
    h_pauli = h_pauli + sum(correction_matrices(m, 1).values()) / c_small**2
    pauli_lowest.append(eigvalsh((h_pauli + h_pauli.T) / 2)[0])
    dirac_lowest.append(dirac_energy(c_small, 1, count))
    print(f"  {count} functions: truncated {pauli_lowest[-1]:.3f},"
          f" Dirac {dirac_lowest[-1]:.6f}")
assert pauli_lowest[0] > pauli_lowest[1] > pauli_lowest[2]
assert pauli_lowest[2] < -DEPTH - 10
assert max(dirac_lowest) - min(dirac_lowest) < 1e-4

print("done: every assertion held")
```

Running it gives:

```
nested commutators checked: 12
largest commutator error: 4.9e-52
Measured power n in remainder ~ c^-n (c = 200 to 400):
  step 1, odd part: n = 1.0000
  step 1, odd part minus O1: n = 3.0000
  step 1, even part minus formula: n = 4.0000
  step 2, odd part: n = 3.0000
  step 2, odd part minus O2: n = 5.0000
  step 2, change of even part: n = 4.0000
  step 2, even part minus formula: n = 4.0000
  step 3, odd part: n = 5.0000
  step 3, change of even part: n = 8.0000
field identities checked symbolically
well depth = 5.0 hartree, width = 2.0 bohr, l = 1
B = 0.5 atomic units = 1.1753e+05 T
c = 137.035999 atomic units
orbital energy without spin = -1.93051248 hartree
<pi^2> = 3.023616 a.u., <pi^2>/c^2 = 1.610e-04
Spin up: Pauli energy at order c^0 = -1.68051248 hartree
  mass-velocity = -82.0013 microhartree
  field-kinetic = -20.1265 microhartree
  B squared = -1.6641 microhartree
  Darwin = 15.2081 microhartree
  spin-orbit = 30.6189 microhartree
  sum = -57.9648 microhartree = -1.57730 meV
  Dirac shift = -57.9624 microhartree
  errors at c=20,40,80: 5.359e-06, 3.356e-07, 2.098e-08 hartree
  error powers: 3.997, 3.999
Spin down: Pauli energy at order c^0 = -2.18051248 hartree
  mass-velocity = -82.0013 microhartree
  field-kinetic = 20.1265 microhartree
  B squared = -1.6641 microhartree
  Darwin = 15.2081 microhartree
  spin-orbit = -30.6189 microhartree
  sum = -78.9497 microhartree = -2.14833 meV
  Dirac shift = -78.9439 microhartree
  errors at c=20,40,80: 1.290e-05, 8.088e-07, 5.059e-08 hartree
  error powers: 3.995, 3.999
Spin splitting at order c^0 = 0.5000 hartree
  its c^-2 change = 20.9849 microhartree = 0.57103 meV
  its Dirac change = 20.9815 microhartree
Spin up at c = 3, lowest level in hartree:
  20 functions: truncated -6.637, Dirac -1.791872
  30 functions: truncated -29.211, Dirac -1.791872
  40 functions: truncated -66.745, Dirac -1.791872
done: every assertion held
```
